# Surface line heater on an anisotropic crystal: effective conductivity and depth

A transistor finger on a gallium oxide wafer releases its heat in a long, narrow strip at the surface. The crystal conducts heat differently along the surface and into the depth. This problem asks which single conductivity the strip sees, and what happens to the rest of the geometry when that single value is used.

The crystal fills $z>0$, and the heater runs along $y$ on the surface $z=0$. Its length is treated as infinite and its output as steady. The heat entering the crystal per unit area is $q(x)$, and the power per unit heater length is $P'=\int q(x)\,dx$. No other heat flow is imposed. $T$ denotes the temperature rise above a reference, and subscripts on $T$ denote derivatives. The conductivities are constant until part (h).

## (a) The equation and its boundary condition

**Write the heat balance and the surface condition for a general conductivity tensor. Which off-diagonal elements matter?**

Fourier's law gives the heat flux $J_i=-\sum_j k_{ij}\,\partial_j T$, with $k_{ij}=k_{ji}$. In the steady state $\nabla\cdot\mathbf J=0$ inside the crystal. Nothing depends on $y$, so every term containing $\partial_y$ vanishes:

$$k_{xx}T_{xx}+2k_{xz}T_{xz}+k_{zz}T_{zz}=0 .$$

The flux into the crystal at the surface is

$$J_z=-k_{xz}T_x-k_{zz}T_z=q(x)\qquad (z=0).$$

The elements $k_{xy}$ and $k_{yz}$ have dropped out. They may drive a flux along $y$, but that flux is the same at every $y$ and deposits no heat. Of the off-diagonal elements, $k_{xz}$ alone remains.

The crystal is called aligned here if $k_{xz}=0$. This holds for a (010) wafer of monoclinic gallium oxide: its normal is the twofold symmetry axis, and rotating the crystal by half a turn about that axis reverses the sign of $k_{xz}$ while leaving the crystal unchanged. With $k_x=k_{xx}$ and $k_z=k_{zz}$,

$$k_xT_{xx}+k_zT_{zz}=0,\qquad -k_zT_z\big|_{z=0}=q(x). \tag{1}$$

## (b) Stretching the depth

**Leave $x$ unchanged and rescale $z$ so that the crystal becomes isotropic. What conductivity must the isotropic crystal have?**

Put $Z=\alpha z$. By the chain rule $T_z=\alpha T_Z$ and $T_{zz}=\alpha^2T_{ZZ}$, so the heat balance becomes

$$k_xT_{xx}+\alpha^2k_zT_{ZZ}=0 .$$

The two coefficients are equal if $\alpha=\sqrt{k_x/k_z}$. Division by $k_x$ then leaves Laplace's equation, $T_{xx}+T_{ZZ}=0$.

Laplace's equation contains no conductivity, so it cannot supply the answer by itself. The surface condition does:

$$q(x)=-k_zT_z=-k_z\sqrt{\frac{k_x}{k_z}}\,T_Z=-\sqrt{k_xk_z}\;T_Z .$$

This is the surface condition of an isotropic crystal with conductivity

$$k_{\rm eff}=\sqrt{k_xk_z}. \tag{2}$$

Because $x$ was not stretched, the heater keeps its width, its profile $q(x)$ and its power $P'$. The surface $z=0$ is also $Z=0$. The surface temperatures of the two half-spaces therefore agree for any profile $q(x)$, up to the additive constant discussed in part (c).

A scaling estimate shows the physics. Heat that has spread a distance $x$ sideways has reached a depth of order $z\sim x\sqrt{k_z/k_x}$. Per unit heater length, the sideways conductance is of order $k_xz/x\sim\sqrt{k_xk_z}$, and the downward conductance is of order $k_zx/z\sim\sqrt{k_xk_z}$. A poor conductivity in one direction is partly offset by the change in the shape of the heated region.

## (c) The line source

**Let the strip shrink to a line. Find the temperature and the difference between two surface points.**

In the stretched crystal the field depends on $R=\sqrt{x^2+Z^2}$ alone. The power $P'$ crosses a half circle of length $\pi R$, so

$$-k_{\rm eff}\frac{dT}{dR}\,\pi R=P'
\quad\Longrightarrow\quad
T=-\frac{P'}{\pi k_{\rm eff}}\ln R+\text{constant}.$$

Back in real coordinates, $R^2=x^2+(k_x/k_z)z^2$. The isotherms are half ellipses whose depth is $\sqrt{k_z/k_x}$ times their half-width. On the surface $R=|x|$, and for positive $x_1,x_2$

$$T(x_1)-T(x_2)=\frac{P'}{\pi k_{\rm eff}}\ln\frac{x_2}{x_1}. \tag{3}$$

The logarithm has no limit at large distance. The two-dimensional half-space therefore fixes temperature differences but gives no finite rise above a distant sink. For an infinitely long heater, a finite absolute rise requires a heat sink at a finite distance. If the sink is a plane below the surface, the stretch changes its depth.

## (d) A cold plane at finite depth

**The back of a wafer of thickness $H$ is held at $T=0$. Find the surface temperature for a line source.**

The plane $z=H$ is mapped to $Z=H'$, where

$$H'=H\sqrt{\frac{k_x}{k_z}}. \tag{4}$$

The equivalent isotropic slab has both a new conductivity and a new thickness.

Away from the line the surface is insulated, so $T_Z=0$ at $Z=0$, while $T=0$ at $Z=H'$. The functions $\cos\kappa_mZ$ with $\kappa_m=(m+\tfrac12)\pi/H'$ and $m=0,1,2,\dots$ satisfy both conditions. Laplace's equation and decay at large $|x|$ then give

$$T=\sum_{m}A_m\cos(\kappa_mZ)\,e^{-\kappa_m|x|}.$$

By symmetry half the power leaves towards positive $x$, and at $x=0^+$ it is concentrated at the surface:

$$k_{\rm eff}\sum_m\kappa_mA_m\cos\kappa_mZ=\frac{P'}{2}\,\delta(Z),\qquad \int_0^{H'}\delta(Z)\,dZ=1 .$$

Multiply by $\cos\kappa_nZ$ and integrate from $0$ to $H'$. The cosines are orthogonal, with $\int_0^{H'}\cos^2\kappa_nZ\,dZ=H'/2$, so

$$k_{\rm eff}\kappa_nA_n\frac{H'}{2}=\frac{P'}{2}
\quad\Longrightarrow\quad
A_n=\frac{P'}{k_{\rm eff}\kappa_nH'}=\frac{2P'}{\pi k_{\rm eff}(2n+1)} .$$

Set $r=e^{-\pi|x|/(2H')}$. At the surface the series is

$$T(x,0)=\frac{2P'}{\pi k_{\rm eff}}\sum_n\frac{r^{2n+1}}{2n+1}
=\frac{P'}{\pi k_{\rm eff}}\ln\frac{1+r}{1-r},$$

because the sum equals $\tfrac12\ln[(1+r)/(1-r)]$. Multiplying numerator and denominator by $r^{-1/2}$ turns the fraction into a hyperbolic cotangent:

$$T(x,0)=\frac{P'}{\pi k_{\rm eff}}\ln\coth\frac{\pi|x|}{4H'} . \tag{5}$$

For $|x|\ll H'$ this becomes $(P'/\pi k_{\rm eff})\ln[4H'/(\pi|x|)]$, in agreement with (3). For $|x|\gg H'$ it falls as $e^{-\pi|x|/(2H')}$, since the heat has gone to the cold plane.

## (e) A strip of finite width

**The power is spread uniformly over a width $w$. Find the rise at the strip centre for $w\ll H'$ and for $w\gg H'$.**

For a narrow strip, average the near form of (5) over the sources at $|x|<w/2$:

$$T_0=\frac{P'}{\pi k_{\rm eff}}\;\frac{2}{w}\int_0^{w/2}\ln\frac{4H'}{\pi x}\,dx .$$

Since $\int_0^a\ln x\,dx=a\ln a-a$, the average of $-\ln x$ over $0<x<w/2$ is $1-\ln(w/2)$. Hence

$$T_0=\frac{P'}{\pi k_{\rm eff}}\left[1+\ln\frac{8H'}{\pi w}\right]\qquad(w\ll H'). \tag{6}$$

For a wide strip the flow beneath the centre is vertical, and the flux is $P'/w$. The stretched slab gives

$$T_0=\frac{P'}{w}\frac{H'}{k_{\rm eff}}
=\frac{P'}{w}\,\frac{H\sqrt{k_x/k_z}}{\sqrt{k_xk_z}}
=\frac{P'}{w}\frac{H}{k_z}\qquad(w\gg H').$$

The in-plane conductivity cancels, as it must when no heat at the centre flows sideways. The mapping still holds in this limit, but the changed thickness turns the geometric mean into the depth conductivity alone.

## (f) Numbers for a gallium oxide finger

**Take $k_x=12$ and $k_z=25$ W/(m K), $P'=1$ W/mm, $w=2$ µm and $H=100$ µm. Find the centre rise and test the role of each conductivity.**

The equivalent slab has

$$k_{\rm eff}=\sqrt{12\times25}=17.32\ \text{W/(m K)},\qquad
H'=100\times0.6928=69.28\ \text{µm}.$$

The temperature scale $P'/(\pi k_{\rm eff})$ is 18.38 K, and the bracket in (6) is $1+\ln[8\times69.28/(2\pi)]=5.480$. The rise is $18.38\times5.480=100.7$ K, or a thermal resistance of 100.7 K mm/W.

A finite-volume solution of (1) in the unstretched coordinates gives 100.73 K, against 100.70 K from (6). The 0.03 K difference is mesh error; the converged value is 100.70 K. If $H'$ is held fixed and $k_{\rm eff}$ is replaced by the arithmetic mean, 18.50 W/(m K), formula (6) gives about 94 K. The harmonic mean, 16.22 W/(m K), gives about 108 K. Neither fits.

The same numerical solution also tests (3). Its surface temperatures at 5 and 10 µm from the centre give a conductivity of 17.27 W/(m K). The small deficit is the net effect of two opposing corrections. The finite width adds $w^2/(24x^2)$ to the logarithm, and the finite depth adds $(\pi x/4H')^2/3$. Between the two points these terms change the difference by $+0.0050$ and $-0.0032$. The net $+0.0018$, compared with $\ln2=0.693$, lowers the apparent conductivity by about 0.3%.

Using $k_{\rm eff}$ but keeping the real depth of 100 µm would give 107.4 K, which is 6.7 K too high. Interchanging the two conductivities shows the same effect more strongly. With $k_x=25$ and $k_z=12$ W/(m K), $k_{\rm eff}$ is unchanged, yet the rise is 114.2 K. The ratio of the two effective depths is $25/12$, and $18.38\ln(25/12)=13.5$ K accounts for the difference. At fixed $k_{\rm eff}$ and $H$, the rise is lower when the better conductivity points towards the sink.

## (g) Tilted axes

**Let $k_{xz}\neq0$. Find the new $k_{\rm eff}$ and $H'$.**

A shear that leaves the surface in place removes the cross term. Define $s=k_{xz}/k_{zz}$, $u=x-sz$ and $v=z$. Then $T_x=T_u$ and $T_z=T_v-sT_u$, so

$$T_{xx}=T_{uu},\qquad T_{xz}=T_{uv}-sT_{uu},\qquad T_{zz}=T_{vv}-2sT_{uv}+s^2T_{uu}.$$

In the heat balance of part (a), the coefficient of $T_{uv}$ is $2k_{xz}-2sk_{zz}=0$. The coefficient of $T_{uu}$ is $k_{xx}-2sk_{xz}+s^2k_{zz}=k_{xx}-k_{xz}^2/k_{zz}$. Thus

$$\left(k_{xx}-\frac{k_{xz}^2}{k_{zz}}\right)T_{uu}+k_{zz}T_{vv}=0 .$$

The surface flux also loses its cross term:

$$-k_{xz}T_u-k_{zz}(T_v-sT_u)=-k_{zz}T_v .$$

This is the aligned problem with $k_x$ replaced by $k_{xx}-k_{xz}^2/k_{zz}$ and $k_z$ by $k_{zz}$. Equations (2) and (4) become

$$k_{\rm eff}=\sqrt{k_{xx}k_{zz}-k_{xz}^2},\qquad H'=H\,\frac{k_{\rm eff}}{k_{zz}} .$$

The quantity under the root is the determinant of the transverse $2\times2$ block. Rotating the crystal about the heater axis leaves it unchanged. Such a tilt therefore changes the effective depth but not $k_{\rm eff}$.

If the crystal of part (f) is tilted by 30°, then $k_{xx}=15.25$, $k_{zz}=21.75$ and $k_{xz}=5.63$ W/(m K). The root of the determinant is still 17.32 W/(m K), while $H'$ grows to 79.63 µm and the centre rise to 103.3 K.

## (h) From the model to a device

**Let the conductivity fall with temperature, then put a metal film on the surface. How far does each move the result? What do the other simplifications cost?**

*Temperature dependence.* Suppose both conductivities carry the same factor $f=(T_b/T_a)^n$, where $T_a$ is the absolute temperature and $T_b=300$ K is that of the cold plane. Define $\theta=\int_{T_b}^{T_a}f\,dT$. Then $f\nabla T_a=\nabla\theta$, so $\theta$ obeys the constant-conductivity problem with the same $q(x)$, and $\theta=0$ at the cold plane. Its centre value is the 100.7 K already found. For $n\neq1$ the integral is

$$\theta=\frac{T_b}{n-1}\left[1-\left(\frac{T_b}{T_a}\right)^{n-1}\right]
\;\Longrightarrow\;
T_a=T_b\left[1-\frac{(n-1)\theta}{T_b}\right]^{-1/(n-1)} .$$

With a rough exponent $n=1.2$, the actual rise is 124.6 K, about 24% above the constant-conductivity value. The geometric mean survives because both axes share one factor. If their exponents differ, the ratio $k_x/k_z$ varies with position and no single stretch works.

*Metal film.* A film of thickness $t$ and conductivity $k_m$ carries heat sideways with sheet conductance $S=tk_m$. Let $q(x)$ now denote the heat released by the strip per unit area; the film carries part of it sideways before it enters the crystal. For constant crystal conductivity and perfect thermal contact, the surface condition becomes

$$-k_{\rm eff}T_Z=q(x)+S\,T_{xx}.$$

For a component $\cos px$, the slab solution varies as $\sinh[p(H'-Z)]$, so $-T_Z=p\coth(pH')\,T$ at the surface. Each component therefore has amplitude

$$\hat T(p)=\frac{\hat q(p)}{k_{\rm eff}\,p\coth(pH')+Sp^2},\qquad
\hat q(p)=P'\,\frac{\sin(pw/2)}{pw/2},$$

and the centre rise is $\pi^{-1}\int_0^\infty\hat T(p)\,dp$. A gold film with $t=0.3$ µm and a rough $k_m=300$ W/(m K) has a spreading length $S/k_{\rm eff}=5.2$ µm, longer than the strip is wide. If it covered the whole surface, the rise would fall from 100.7 to 61.5 K. Such a film would short-circuit a transistor, so this is a limiting case that shows how strongly metal can matter.

*The real case.* The conductivities are rough room-temperature values for gallium oxide, and 1 W/mm is a plausible dissipation for a power or radio-frequency finger. A 100 µm wafer is a thinned one. The heated width in a transistor depends on bias and may be smaller than 2 µm; by (6), halving it adds $18.38\ln2=12.7$ K. Real contacts cover only part of the surface, so they cool the strip less than a full film of the same thickness. The 0.3 µm film starting 2 µm from the centre leaves a rise of about 88 K, while 5 µm of gold in the same position brings it to about 64 K. For an isolated finger, the full metal film and the fall of conductivity with temperature are the largest of the neglected effects sized here; in a multi-finger device the neighbouring fingers can add as much or more, as shown below. The film and the temperature dependence act in opposite directions, and their combined effect has not been calculated.

The remaining estimates keep the conductivity constant and the surface free of metal:

- A rough die-attach resistance of 0.4 mm² K/W adds 1.8 K for a single finger. In an endless array at 50 µm pitch the mean flux is 20 W/mm², and the same resistance adds 8 K.
- A finger length of 300 µm, with a rough $k_y=14$ W/(m K), lowers the centre rise by 0.6 K.
- An equal finger 50 µm away adds 12.3 K, by (5), so the single-finger result does not describe a dense array. A neighbour on each side adds 24.5 K, and summing (5) over an endless array at 50 µm pitch adds about 36 K, more than the temperature dependence adds for one finger.
- Ballistic phonon transport adds roughly 0.1 K if all phonons carry heat equally with one mean free path, here $3k_{\rm eff}/(Cv)=3.5$ nm, with $C=3.0$ MJ/(m³ K) and a rough sound speed $v=5$ km/s. If only the acoustic phonons carry heat, with roughly an eighth of the heat capacity, the path is about 26 nm and the added rise is about 0.5 to 1 K. Phonons with still longer paths could add more.
- The depth diffusion time $H^2C/k_z$, with a rough heat capacity $C=3.0$ MJ/(m³ K), is 1.2 ms. A much shorter isolated pulse ends below the steady rise, but the approach is slow: after 0.12 ms the strip centre has already reached about 82% of it.

The numerical output below lists the main inputs and results.

## Computed values

```
kx, ky, kz = 12, 14, 25 W/(m K)
power per length = 1.0 W/mm
strip width = 2.0 um, wafer thickness = 100 um
finger length = 300 um, base temperature = 300 K
geometric mean k_eff = 17.32 W/(m K)
arithmetic mean = 18.50 W/(m K)
harmonic mean = 16.22 W/(m K)
depth stretch factor sqrt(kx/kz) = 0.6928
effective depth H_eff = 69.28 um
temperature scale P/(pi k_eff) = 18.38 K
bracket 1+ln(8 H_eff/(pi w)) = 5.480
strip-centre rise = 100.7 K
thermal resistance times length = 100.7 K mm/W
rise if real depth is kept by mistake = 107.4 K
error of that mistake = 6.7 K
line-source power through half circle / P = 1.00000000
kx=12, kz=25 W/(m K): k_eff=17.32, read from surface=17.27 W/(m K)
   centre rise: formula=100.70 K, finite volumes=100.73 K
kx=25, kz=12 W/(m K): k_eff=17.32, read from surface=17.21 W/(m K)
   centre rise: formula=114.19 K, finite volumes=114.23 K
kx=40, kz=4 W/(m K): k_eff=12.65, read from surface=12.56 W/(m K)
   centre rise: formula=176.10 K, finite volumes=176.17 K
tilt 30 deg: kxx=15.25, kzz=21.75, kxz=5.63 W/(m K)
   sqrt(det)=17.32 W/(m K), effective depth=79.63 um
   centre rise with tilt = 103.3 K
conductivity exponent = 1.2
rise with k(T): Kirchhoff=124.6 K, finite volumes=124.7 K
gold film = 0.3 um, 300 W/(m K)
film spreading length = 5.20 um
rise with full film: Fourier=61.5 K, finite volumes=61.5 K
die-attach resistance = 0.4 mm^2 K/W
added rise from die attach = 1.76 K
centre cooling from finite finger length = 0.61 K
rise caused by equal finger 50 um away = 12.3 K
heat capacity = 3.0 MJ/(m^3 K), sound speed = 5.0 km/s
single mean free path = 3.5 nm
ballistic added rise, rough estimate = 0.13 K
depth diffusion time H^2 C/kz = 1.20 ms
```
